Growth, Sublimation and Restored Step Spacings in the Linear Step Model

**Problem**

A vicinal surface carries straight, parallel steps that descend towards +x. Step n is at x_n, and the terrace on its lower side has width w_n = x_{n+1} − x_n. The arrangement repeats after N steps, with x_{n+N} = x_n + NL, so that L is the mean terrace width. Steps do not repel each other. The net growth rate R(t), in layers per second, is positive in growth and negative in sublimation. While all terraces are open, the steps obey the linear law

v_n = dx_n/dt = R(t) [(1+p)w_n/2 + (1−p)w_{n−1}/2],  (1)

where the attachment asymmetry p is a constant with |p| ≤ 1, the same in growth and in sublimation.

(a) Atoms diffuse on a terrace with diffusion coefficient D and attach with coefficients k₊ from the lower side of a step and k₋ from its upper side. Find when this picture leads to law (1), and find p.

(b) Find how each Fourier mode of the spacings changes with the number of layers grown.

(c) Show that growing θ layers and then subliming θ layers restores every spacing-perturbation amplitude, provided no steps collide. Are phases and positions restored as well?

(d) On which part of the cycle must collisions be looked for? Give a sufficient condition for their absence.

(e) Let the spacings alternate between L − δ and L + δ, with p < 0. Assume that steps which meet move together as long as their individual velocities press them together, and separate freely otherwise. What does the cycle do if a collision occurs during growth?

(f) Find the effect of a p that differs between the two legs. Does a dependence of the attachment shares on terrace width spoil the return? Does step repulsion?

(g) Evaluate the cycle for eight steps per period, L = 200 nm, p = 0.4, θ = 2 and

w_n = 200 + 20 cos(πn/4) + 30 cos(πn/2) + 40 cos(πn) nm.

Use rough values for Ge(111) near 1040 K, and estimate the main neglected effects.

**Solution**

**(a) Where the linear law comes from**

Place a terrace between x = 0 and x = w. Its left edge is a step seen from the lower side; its right edge is the next step, seen from the upper side. Let u be the adatom density minus its equilibrium value ρ_eq, and let r be the net supply of atoms per area and time. If Ω is the area per atom in one layer, R = Ωr. Diffusion is taken as steady. Slow steps alone do not justify this: a moving step also sweeps up adatoms already present, which changes the fluxes by a relative amount of order Ωρ_eq at any speed. The adatom layer must therefore be dilute as well, Ωρ_eq ≪ 1. Then

D u″ + r = 0,
D u′(0) = k₊ u(0),
−D u′(w) = k₋ u(w).

The general solution is u = A + Bx − rx²/(2D). Define the attachment lengths ℓ₊ = D/k₊ and ℓ₋ = D/k₋. The left condition gives A = ℓ₊B. The right condition, divided by k₋, gives

ℓ₋(rw/D − B) = ℓ₊B + Bw − rw²/(2D).

Collecting the terms in B,

B(w + ℓ₊ + ℓ₋) = (rw/D)(w/2 + ℓ₋).

The flux into the left step is DB. Multiplication by Ω turns it into a contribution to the step velocity:

R f(w), with f(w) = w(w/2 + ℓ₋)/(w + ℓ₊ + ℓ₋).  (2)

The rest of the supply, R[w − f(w)], goes to the right step. Writing w/2 + ℓ₋ = (w + 2ℓ₋)/2 brings f into the form

f(w) = (w/2)[1 + (ℓ₋ − ℓ₊)/(w + ℓ₊ + ℓ₋)].

If w ≪ ℓ₊ + ℓ₋, the fraction in brackets no longer depends on w, and

p = (ℓ₋ − ℓ₊)/(ℓ₋ + ℓ₊) = (k₊ − k₋)/(k₊ + k₋).  (3)

Step n then receives (1+p)w_n/2 from its lower terrace and (1−p)w_{n−1}/2 from its upper terrace, which is law (1). A positive p means easier attachment from below.

The same p serves both signs of R if the temperature is unchanged. The form of law (1) also needs desorption to act as a uniform loss. The loss is (ρ_eq + u)/τ, with τ the adatom lifetime. It is nearly uniform when u/τ is small compared with r. If both attachment lengths are much longer than w, u ≈ rw/(k₊ + k₋), so the requirement is w/[τ(k₊ + k₋)] ≪ 1. If it fails, the terrace equation D u″ − u/τ + r = 0 is still linear in r. The shares then depend on w but remain the same for both signs of R, which is the case treated in (f).

**(b) The modes**

Sum law (1) over one period. Each terrace appears once with weight (1+p)/2 and once with (1−p)/2, so Σv_n = RNL. The mean step velocity is RL: one grown layer advances the steps by L on average. This makes the layer count s = ∫R dt a natural clock. With ds = R dt,

dx_n/ds = (1+p)w_n/2 + (1−p)w_{n−1}/2.  (4)

Subtracting the equation for x_n from that for x_{n+1},

dw_n/ds = (1+p)(w_{n+1} − w_n)/2 + (1−p)(w_n − w_{n−1})/2.

Insert w_n = L + c_q e^{iqn}, where q is a multiple of 2π/N. The constant L cancels in both differences. Dividing by e^{iqn},

dc_q/ds = λ_q c_q,
λ_q = (1+p)(e^{iq} − 1)/2 + (1−p)(1 − e^{−iq})/2.

The real part is (1 − cos q)[−(1+p) + (1−p)]/2, and the imaginary part is sin q [(1+p) + (1−p)]/2. Therefore

λ_q = −p(1 − cos q) + i sin q.  (5)

For p > 0 growth smooths the spacings and sublimation bunches the steps; for p < 0 the roles are exchanged. The strongest change is at q = π, where neighbouring terraces alternate. For long waves λ_q ≈ iq − pq²/2. The factor e^{iq(n+s)} then describes a pattern that moves through the labels n but stays in place on the surface to leading order, because step n is near (n+s)L. The term −pq²/2 is diffusive smoothing in growth if p > 0, and its reversal in sublimation.

**(c) The closed cycle**

During growth s runs from 0 to θ, and during sublimation from θ back to 0. Since λ_q is the same constant in both legs,

c_q(final) = e^{−λ_qθ} e^{λ_qθ} c_q(0) = c_q(0).  (6)

This proves the claim for every mode. The whole complex coefficient returns, hence its phase as well as its amplitude. Neither the durations of the legs nor the variation of R within them enters; the two layer counts must be equal.

The positions return too. Equation (4) has the form dx/ds = G(x), with x the set of all positions. Let X(s) be the path followed in growth. After σ layers have been sublimed, the positions y obey dy/dσ = −G(y) and start from y(0) = X(θ). The function X(θ − σ) satisfies both conditions, and a linear system has one solution for given starting values. So y(σ) = X(θ − σ): sublimation passes through the growth configurations in reverse order and ends at X(0).

The reversal does not depend on whether growth smooths or bunches. A smoothed surface still holds the initial pattern in its small remaining amplitudes, and sublimation enlarges them by the inverse factors. This also makes the return sensitive: a disturbance added after growth is enlarged along with the pattern.

**(d) Looking for collisions**

Law (1) holds only while all terraces are open. By the result of (c), a growth leg without collisions is followed by a sublimation leg through the same open configurations. The growth leg alone needs checking.

Smoothing does not by itself exclude collisions. When w_n is close to zero,

dw_n/ds ≈ (1+p)w_{n+1}/2 − (1−p)w_{n−1}/2,

which is negative if p < 1 and the terrace behind is wide enough. A narrow terrace can therefore close even when every mode is shrinking, since the modes also shift in phase.

A simple sufficient condition follows from the amplitudes. Write the initial perturbation as a sum of real waves A_q cos(qn + φ_q), with A_q ≥ 0. After s layers each amplitude is A_q e^{−p(1−cos q)s}, which is monotonic in s and so never exceeds the larger of its values at s = 0 and s = θ. No terrace can be narrower than L minus the sum of the amplitudes. Hence no collision occurs if

Σ A_q max[1, e^{−p(1−cos q)θ}] < L.  (7)

For p ≥ 0 this reduces to ΣA_q < L. The condition is not necessary, because the minima of different waves need not coincide.

**(e) What a collision destroys**

Alternating spacings are the mode q = π, for which λ = −2p = 2|p|. In growth δ = δ₀e^{2|p|s}, so the narrow terrace closes when δ = L, after

s_c = ln(L/δ₀)/(2|p|)  (8)

layers, if s_c < θ. At contact the terrace between the pair has zero width, and those on either side have width 2L. Law (1) gives the individual velocities

rear step: R(1−p)(2L)/2 = R(1+|p|)L,
front step: R(1+p)(2L)/2 = R(1−|p|)L.

In growth the rear step presses against the front step. The pair stays together and moves with the mean velocity RL, which conserves the deposited material. When R changes sign, both steps retreat, the rear one faster, and the terrace opens at once. From then on δ decays from L throughout all θ layers of sublimation:

δ_final = L e^{−2|p|θ} = δ₀ e^{−2|p|(θ − s_c)}.  (9)

The first form does not contain δ₀: every initial pattern of this kind that collides ends with the same δ. The second form traces the loss to the θ − s_c layers grown while the steps were in contact. During them the configuration stopped changing, apart from a uniform advance, so sublimation could not retrace it.

Take p = −0.4, L = 200 nm and θ = 2. Growth enlarges δ by e^{1.6} = 4.95.

- From δ₀ = 20 nm, δ reaches about 99 nm. There is no contact, and the cycle returns 20 nm.
- From δ₀ = 80 nm, contact occurs after ln(2.5)/0.8 = 1.145 layers.
- From δ₀ = 120 nm, contact occurs after 0.639 layers.

The last two cases both end at 200 e^{−1.6} = 40.4 nm. Following the two steps in small increments, with the stated contact rule, gives the same values. The proviso in (c) therefore cannot be dropped in general.

**(f) Which assumptions the return needs**

*Different asymmetries.* With p_g in growth and p_s in sublimation, growth multiplies an amplitude by e^{−p_g(1−cos q)θ} and sublimation by e^{+p_s(1−cos q)θ}. Thus

A_final/A_initial = exp[(p_s − p_g)(1 − cos q)θ].  (10)

The phases still return, because the imaginary part of λ_q does not contain p.

*Width-dependent shares.* With the full expression (2),

v_n = R[f(w_n) + w_{n−1} − f(w_{n−1})].

This is still R times a function of the positions. The system is no longer linear, but f is smooth for w ≥ 0, so given starting values still have only one solution. The argument of (c) therefore holds while the terraces remain open. Fixed shares make the modes independent and simple, but the return itself needs less: the same function in both legs. What changes is the amplitude reached between the legs. For small perturbations the slope of f matters:

f′(L) = ½[1 + (ℓ₋ − ℓ₊)(ℓ₊ + ℓ₋)/(L + ℓ₊ + ℓ₋)²].

Comparison with (1+p)/2 gives the effective asymmetry

p_eff = p [(ℓ₊ + ℓ₋)/(L + ℓ₊ + ℓ₋)]².  (11)

*Repulsion.* Let the interaction energy per step length be E = Σa/w_n². Adding one atom per unit length advances a step by Ω, so the step's chemical potential is

μ_n = Ω ∂E/∂x_n = 2aΩ(1/w_n³ − 1/w_{n−1}³).

For |μ_n| ≪ k_BT the equilibrium density at step n becomes ρ_eq(1 + μ_n/k_BT). Differences between steps drive atoms across the terraces, against attachment and diffusion in series. With M = DΩρ_eq, the velocity gains

(M/k_BT)[(μ_{n+1} − μ_n)/(w_n + ℓ₊ + ℓ₋) − (μ_n − μ_{n−1})/(w_{n−1} + ℓ₊ + ℓ₋)].  (12)

This term has no factor R and does not change sign between the legs. Multiplying it by ∂E/∂x_n = μ_n/Ω and summing over a period gives its contribution to dE/dt:

−(M/Ωk_BT) Σ(μ_{n+1} − μ_n)²/(w_n + ℓ₊ + ℓ₋) ≤ 0.

It lowers the interaction energy in growth and in sublimation alike, so it spoils the exact return.

**(g) Numbers for a germanium surface**

With a rough lattice constant of 0.566 nm, a Ge(111) bilayer is 0.327 nm high and has Ω = 0.0694 nm² per atom. A layer here means a bilayer. Terraces of 200 nm then correspond to a miscut of 0.094°. The attachment lengths are taken as ℓ₊ = 1500 nm and ℓ₋ = 3500 nm, so that p = 2000/5000 = 0.4.

Growth has a mean net rate of 0.01 bilayer/s and lasts 200 s. Its rate is made uneven, 0.01[1 + 0.5 sin(2πt/200 s)] bilayer/s, which leaves the layer count at 2. For sublimation, a rough vapour pressure P = 2×10⁻⁹ Torr and free evaporation with unit coefficient give

|R| = ΩP/√(2πmk_BT) = 1.77×10⁻⁴ bilayer/s,

where m is the atomic mass. Removing two bilayers takes 11 280 s, or 3.1 h.

The three modes have q = π/4, π/2 and π. Their growth factors are

e^{−0.8(1−cos q)} = 0.791, 0.449 and 0.202.

The amplitudes therefore change from 20, 30 and 40 nm to

20 × 0.791 = 15.8 nm,
30 × 0.449 = 13.5 nm,
40 × 0.202 = 8.1 nm.

Sublimation multiplies them by the inverse factors and returns 20, 30 and 40 nm. The mean advance in growth is 2 × 200 = 400 nm, and it is undone as well. Direct integration of the eight positions through this cycle returns each to within 5×10⁻⁹ nm of its start, a numerical residue.

Condition (7) holds, since 20 + 30 + 40 = 90 nm < 200 nm. It guarantees terraces of at least 110 nm. The narrowest terrace found is 146 nm, in the initial state at n = 3 and n = 5, where the three waves contribute −14.1, 0 and −40 nm. The same width recurs at the end of sublimation.

**Neglected effects**

*Width dependence.* Equation (11) gives p_eff = 0.4/(1.04)² = 0.37. Smoothing is weaker, and integration with the full shares (2) gives 16.1, 14.3 and 9.1 nm after growth. The shortest wave is left 13% larger than in the linear law. The complete cycle still restores 20, 30 and 40 nm.

*Adatom coverage.* If Ωρ_eq is not very small, a widening terrace must also be filled with adatoms. For attachment lengths much longer than w, this replaces Rw_n in law (1) by Rw_n − Ωρ_eq dw_n/dt, and λ_q becomes λ_q/(1 + Ωρ_eq λ_q). For long waves the real part is then about −(p/2 − Ωρ_eq)q², so growth smooths them only if Ωρ_eq < p/2. With Ωρ_eq = 0.05 the amplitudes after growth would be 16.6, 14.7 and 7.6 nm; with 0.2 they would be 19.4, 20.5 and 6.0 nm. The assumed M does not fix this coverage, so the amplitudes in the example hold for a dilute adatom layer. Within this approximation, which neglects the small excess density u, the return survives, because the added term also reverses with the layer count.

*Temperature.* Suppose that k₊ and k₋ have equal prefactors and differ by a barrier Δ. Then k₊/k₋ = e^{Δ/k_BT}, and (3) becomes p = tanh(Δ/2k_BT). The value 0.4 at 1040 K requires Δ = 0.076 eV. If growth takes place at 940 K, with the layer count and Δ held fixed, p_g = 0.437. By (10) the amplitudes return multiplied by 0.978, 0.928 and 0.862. The shortest wave loses 14% because growth smooths it more than sublimation restores it. This figure uses the linear law and changes only p. Attachment lengths as long as those assumed point to activated attachment, so they would lengthen on cooling and raise p_eff of (11) further. With ℓ± = ℓ₀e^{E±/k_BT}, ℓ₀ between 0.4 and 40 nm and the full shares (2), the loss is 17 to 19%.

*Repulsion.* With assumed magnitudes M = 10⁶ nm²/s and a = 0.04 eV nm, integration including (12) and the width-dependent shares returns 0.9999, 0.999 and 0.995 of the initial amplitudes. The largest loss is 0.5%. Since 6a/L⁴ sets the linear response of the force between steps, narrower terraces are much more exposed to this effect.

*Thermal wander.* Near equilibrium, attachment and detachment each occur at a rate (k₊ + k₋)ρ_eq per step length. Over a length Y, one event moves the mean step position by Ω/Y. If the events are independent, their variances add, and after time t

⟨Δx²⟩ = 2MΩ(1/ℓ₊ + 1/ℓ₋)t/Y.

For Y = 1 mm and the full cycle time this gives a root-mean-square wander of 1.2 nm. For the position of one step this is an upper estimate: the same step recaptures many of its detached atoms. Counting only atoms that cross to a neighbouring step, at the rate set by M/(L + ℓ₊ + ℓ₋) as in (12), gives 0.8 nm. A terrace width is the difference of two steps that trade atoms, and it wanders more, about 1.4 nm. Sublimation enlarges disturbances by up to 4.95. Applied to the whole wander, this factor gives 6 nm, or 15% of the 40 nm amplitude. That figure is generous, because nearly all of the wander arises during sublimation and receives only the part of the enlargement still to come. Carrying the exchange noise through the cycle gives about 2 nm for the q = π amplitude of the eight-step period and about 3 nm for a single terrace width. For shorter pieces the estimate grows as Y^{−1/2}, but only down to about ten micrometres. Below that, the line tension of the step, left out of this formula, ties a piece to its neighbours and limits the wander. With an assumed step stiffness of 0.1 to 0.5 eV/nm it levels off at roughly 15 to 25 nm, even before any enlargement in sublimation. The return in this example is therefore one of step positions averaged over a long length, not of each point on a step.

*Supersaturation and desorption.* The relative excess density in growth is

u/ρ_eq ≈ RL/[M(1/ℓ₊ + 1/ℓ₋)] = 2.1×10⁻³.

So small a value suggests that islands are unlikely, though nucleation has not been calculated. Replacing R by the sublimation rate gives the desorption correction of (a), 3.7×10⁻⁵, which is negligible here.

**Relation to a real surface**

The crystal geometry and the slow sublimation place the example in the range of germanium at this temperature. The dilute adatom layer assumed in (a) does not: Ge(111) here carries a disordered adatom layer of roughly a quarter monolayer, Ωρ_eq ≈ 0.125 per bilayer, and 1040 K lies just below its surface transition near 1050 K. With that coverage and the assumed attachment lengths, the amplitudes after growth would be about 18.1, 17.8 and 7.5 nm; the isothermal return is unaffected. The attachment lengths, M and a are assumed orders of magnitude, so p = 0.4 is not a measured property of Ge(111). If the attachment lengths were shorter, (11) shows how the amplitude change would weaken: for ℓ₊ + ℓ₋ = L, p_eff is only p/4. Among the effects estimated here, a growth leg cooler by 100 K takes 14 to 19% from the shortest wave, depending on how the attachment lengths change with temperature. The generous estimate above puts thermal wander, averaged over 1 mm of step, at a similar size; its true effect is probably smaller. Step bending and impurities that hold steps back are not included, and a sublimation time of three hours gives both time to act. The remaining values are in the numerical output below.

Calculated quantities

```
Steps per period: 8; mean terrace: 200 nm
Temperature: 1040 K; kT: 0.0896 eV
Lattice constant (rough): 0.566 nm
Bilayer height: 0.3268 nm
Miscut: 0.0936 degree
Area per atom in a bilayer: 0.0694 nm^2
Vapour pressure (rough): 2.0e-09 Torr
Attachment lengths: 1500, 3500 nm
Asymmetry p: 0.400
Layers grown, then sublimed: 2.0 bilayers
Mean net growth rate: 0.0100 bilayer/s
Sublimation rate: 1.773e-04 bilayer/s
Growth time: 200 s
Sublimation time: 11280 s = 3.13 h
Mode phases q/pi: 0.250, 0.500, 1.000
Growth factors of amplitude: 0.7911, 0.4493, 0.2019
Phase shifts in growth: 1.414, 2.000, 0.000 rad
Initial amplitudes: 20.000, 30.000, 40.000 nm
Amplitudes after growth: 15.822, 13.480, 8.076 nm
Amplitudes after sublimation: 20.000, 30.000, 40.000 nm
Mean step advance in growth: 400.000 nm
Largest final position error: 4.4e-09 nm
Guaranteed minimum terrace: 110.00 nm
Smallest sampled terrace, growth: 145.86 nm
Smallest sampled terrace, sublimation: 145.86 nm
Collision example: p = -0.400, L = 200 nm
Pair start 20 nm: contact none, end 20.00 nm
Pair start 80 nm: contact 1.145 bilayers, end 40.38 nm
Pair start 120 nm: contact 0.639 bilayers, end 40.38 nm
Predicted end after merging: 40.38 nm
Attachment barrier difference: 0.0759 eV
Growth at 940 K: p = 0.4372
Final/initial amplitudes, cooler growth: 0.9785, 0.9284, 0.8619
Width-dependent law, after growth: 16.117, 14.341, 9.106 nm
Width-dependent law, after cycle: 20.000, 30.000, 40.000 nm
Surface mass transport (assumed): 1.0e+06 nm^2/s
Repulsion strength (assumed): 0.040 eV nm
Final/initial amplitudes with repulsion: 0.99991, 0.99892, 0.99526
Growth supersaturation: 2.10e-03
Relative desorption feedback: 3.72e-05
Step length for averaging: 1.0 mm
Thermal wander estimate: 1.23 nm
Largest sublimation gain: 4.953
Wander times largest gain: 6.10 nm
```
